# Series resistance can mimic spin polarization in Andreev contacts

**Question**

I am planning point-contact Andreev measurements with a niobium tip on a cobalt disilicide strip at 4.2 K. For a transparent contact to an unpolarized metal I expect the conductance inside the gap to be twice its normal value. If the normalized zero-bias conductance comes out well below 2, may I convert the deficit into a spin polarization $P$ through $g(0)=2(1-P)$?

The silicide is not magnetic, so a finite $P$ would be strange. My voltage probes would include a length of the strip, but I divide the whole curve by its normal-state value. Doesn't that division remove the strip resistance? And if it doesn't, would a fit to the full curve reveal the problem?

**Answer**

No: a reduced enhancement does not by itself indicate polarization, and the division does not remove the strip. A superconducting contact changes its resistance with bias, so its share of the total voltage changes too. One constant factor cannot undo that.

**What the series resistor does**

Let the contact carry current $I(V)$ at its own voltage $V$, with normal resistance $R_N$ and normalized conductance $g=R_N\,dI/dV$. An ohmic resistance $R_s$, independent of bias, lies between the probes. Define $r=R_s/R_N$. The recorded voltage is

$$V_m=V+R_sI(V),\qquad \frac{dV_m}{dV}=1+R_s\frac{dI}{dV}=1+rg .$$

By the chain rule the recorded conductance is

$$\frac{dI}{dV_m}=\frac{dI/dV}{dV_m/dV}=\frac{g}{R_N(1+rg)} .$$

The normal reference contains the same resistor, so its resistance is $R_N+R_s=R_N(1+r)$. Multiplying by it gives the curve you would plot:

$$g_m=\frac{(1+r)g}{1+rg},\qquad g_m-1=\frac{g+rg-1-rg}{1+rg}=\frac{g-1}{1+rg}. \tag{1}$$

For $g>1$ the enhancement shrinks but keeps its sign. The voltage axis changes as well. If $\bar g$ is the average of $g$ between zero and $V$, then $R_NI=\bar gV$ and

$$V_m=(1+r\bar g)V. \tag{2}$$

Every feature at which current flows therefore moves outward. Nothing here depends on temperature or on the barrier. The law does need a constant $R_s$ and the same $R_s$ in the reference. If the reference is taken above the critical temperature, where superconducting leads have become resistive, that second condition can fail.

**The contact without polarization**

I use the one-dimensional Blonder-Tinkham-Klapwijk (BTK) model: constant gap $\Delta$ for $x>0$, none for $x<0$, and equal wave numbers, taken as 1, for all propagating waves. Take $E>0$ and $s=\sqrt{E^2-\Delta^2}$, with $s=i\sqrt{\Delta^2-E^2}$ inside the gap. The Bogoliubov equations $su+\Delta v=Eu$ and $\Delta u-sv=Ev$, with $u^2+v^2=1$, give

$$u^2=\tfrac12(1+s/E),\quad v^2=\tfrac12(1-s/E),\quad uv=\Delta/2E .$$

An incoming electron produces these electron and hole components:

$$x<0:\ \begin{pmatrix}e^{ix}+b\,e^{-ix}\\ a\,e^{ix}\end{pmatrix},\qquad
x>0:\ c\begin{pmatrix}u\\v\end{pmatrix}e^{ix}+d\begin{pmatrix}v\\u\end{pmatrix}e^{-ix}.$$

The reflected hole has a positive wave number because a hole's velocity is opposite to its wave number. A delta barrier of strength $Z$ makes the slope jump by $2Z\psi(0)$. The hole conditions are

$$cv+du=a,\qquad i(cv-du)-ia=2Za,$$

so $cv-du=(1-2iZ)a$. Half the sum and half the difference give $cv=(1-iZ)a$ and $du=iZa$. The electron conditions are

$$cu+dv=1+b,\qquad i(cu-dv)-i(1-b)=2Z(1+b),$$

whose half sum gives $cu=1-iZ(1+b)$. Inserting $c=(1-iZ)a/v$ and $d=iZa/u$ into the first of them,

$$1+b=a\left[(1-iZ)\frac uv+iZ\frac vu\right].$$

Substitution into the expression for $cu$ leaves $a[(1+Z^2)u/v-Z^2v/u]=1$. With $\beta=1+2Z^2$ and $u^2-v^2=s/E$, this and the equation for $1+b$ become

$$a=\frac{\Delta}{E+\beta s},\qquad b=-\frac{2(Z^2+iZ)s}{E+\beta s}.$$

A reflected electron subtracts current and a reflected hole adds it, so the current per incoming electron is $1+|a|^2-|b|^2$. Inside the gap no quasiparticle escapes, hence $|a|^2+|b|^2=1$ and the current is $2|a|^2$. Outside, $4Z^2(1+Z^2)=\beta^2-1$ gives

$$1+|a|^2-|b|^2=\frac{(E+\beta s)^2+\Delta^2-(\beta^2-1)s^2}{(E+\beta s)^2}=\frac{2E}{E+\beta s},$$

because the numerator is $E^2+2\beta Es+\Delta^2+s^2=2E(E+\beta s)$. In the normal state $s=E$ and this is $1/(1+Z^2)$. Normalization therefore multiplies both expressions by $1+Z^2$.

For a transparent contact, $Z=0$, we have $b=0$ and

$$g=1+A,\qquad A=|a|^2=\begin{cases}1,&E<\Delta\\[2pt] \dfrac{E-s}{E+s},&E>\Delta.\end{cases} \tag{3}$$

At temperature $T$, with Fermi function $f$, the current is

$$R_NI=\frac1e\int_{-\infty}^{\infty}g(E)\,[f(E-eV)-f(E)]\,dE ,$$

where $g(E)$ is even. Its voltage derivative is $g(E)$ averaged with the thermal weight $-f'(E-eV)$.

**What real polarization does**

A simple polarized model sends a fraction $P$ of the normal-state current through a half-metallic channel. There the hole has no propagating state, so for $x<0$ its wave is $a\,e^{\kappa x}$, which carries no current. At $Z=0$ the electron conditions give $cu=1$ and $dv=b$. The hole conditions are $cv+du=a$ and $i(cv-du)=\kappa a$. Eliminating $a$,

$$du\,(i+\kappa)=cv\,(i-\kappa)\quad\Rightarrow\quad b=dv=\frac{v^2}{u^2}\,\frac{i-\kappa}{i+\kappa}.$$

The last fraction has modulus one, and $|v/u|^2=A$. This channel therefore contributes $1-|b|^2=1-A^2$ for any decay constant, and the mixture is

$$g_P=(1-P)(1+A)+P(1-A^2)=(1+A)(1-PA). \tag{4}$$

Inside the gap $g_P=2(1-P)$, the conversion you propose. It is valid within this model at zero temperature, provided that the curve belongs to the contact alone.

**The false polarization and the false gap**

Now put an unpolarized, transparent contact at $T=0$ in series with $R_s$. Inside the gap $g=\bar g=2$. Equations (1) and (2) give the plateau height $h$ and the recorded position of its edge:

$$h=\frac{2(1+r)}{1+2r},\qquad eV_{\rm edge}=(1+2r)\Delta .$$

Reading $h$ as $2(1-P)$ yields

$$P_{\rm app}=1-\frac h2=\frac{r}{1+2r}. \tag{5}$$

For small $r$ this is approximately $r$: an uncorrected five percent looks like almost five percent polarization. For large $r$ it approaches $1/2$ from below, since $h$ cannot fall below 1. In this limit of no barrier and no temperature, series resistance alone cannot imitate a polarization above one half.

The two distortions are linked. Since $h-1=1/(1+2r)$,

$$eV_{\rm edge}=\frac{\Delta}{h-1}.$$

Polarization lowers the plateau but, by equation (4), leaves its edge at $\Delta$. An apparent gap that is too large is therefore a warning.

The stretching depends on current flowing below the gap. In the opposite, tunnelling limit $Z\to\infty$, the BTK result tends to $g=0$ inside the gap and $g=E/s$ outside. With no subgap current at $T=0$, $\bar g=0$ up to the edge, and the edge does not move. This holds only at zero temperature. At 4.2 K current already flows at the thermally smeared peak, and for $Z=10$, $r=0.4$ and a gap of 1.4 meV the peak moves from about 2.0 to 2.5 mV.

**An area that separates the two effects**

The factor $1+rg$ that lowers the enhancement is the same one that stretches the voltage axis. Between corresponding voltages,

$$\int_0^{V_m}(g_m-1)\,dV_m'=\int_0^V\frac{g-1}{1+rg}(1+rg)\,dV'=\int_0^V(g-1)\,dV'. \tag{6}$$

Series resistance thus conserves the excess area. To see what polarization does, set $E=\Delta\cosh\theta$ above the gap, where $A=e^{-2\theta}$. Then

$$\int_0^\infty A\,dE=\Delta\left[1+\tfrac12\left(1-\tfrac13\right)\right]=\tfrac43\Delta,$$

$$\int_0^\infty A^2\,dE=\Delta\left[1+\tfrac12\left(\tfrac13-\tfrac15\right)\right]=\tfrac{16}{15}\Delta .$$

Equation (4) gives $g_P-1=A-PA-PA^2$, so the full area on the voltage axis is

$$\frac{\Delta}{e}\left[\frac43-P\left(\frac43+\frac{16}{15}\right)\right]=\frac{\Delta}{e}\left(\frac43-\frac{12}{5}P\right). \tag{7}$$

Thermal averaging at fixed gap does not change this full area, because it spreads an even function with an even weight of unit area.

A missing area is still no proof of polarization. In the tunnelling limit above, the area is $-\Delta+\int_\Delta^\infty(E/s-1)\,dE=-\Delta+\Delta=0$ (in units of energy) with $P=0$. The value $4\Delta/3e$ is a reference for transparent contacts, and it separates the two effects only if $\Delta$ is known independently, since a larger gap can make up the area that polarization removes. It is also sensitive to a weak barrier and to the reference. In the example below, $Z=0.2$ alone removes as much area as $P=0.045$. Normalizing the recorded curve to its value at 6 mV, where it is still 1.030, lowers the area from 1.73 to 1.50 mV, as much as $P\approx0.07$.

**Numbers for your kind of contact**

Take rough values: a niobium gap of 1.4 meV at 4.2 K, and a silicide film of resistivity 3 µΩ cm and thickness 30 nm. Its sheet resistance is $3\times10^{-8}\,\Omega\,\mathrm m/(30\times10^{-9}\,\mathrm m)=1\ \Omega$ per square. Eight squares between contact and probe give $R_s=8\ \Omega$. With a chosen contact resistance of 20 Ω, $r=0.4$.

At zero temperature $h=2.8/1.8=1.556$, the edge appears at $1.8\times1.4=2.52$ mV, and $P_{\rm app}=0.4/1.8=0.222$. At 4.2 K the contact itself has $g(0)=1.973$, and equation (1) gives

$$g_m(0)=\frac{1.4\times1.973}{1+0.4\times1.973}=1.544,$$

which would be read as $P=0.228$. Without the strip, thermal smearing alone would be read as a polarization of only $1-1.973/2=0.0135$.

At finite temperature there is no sharp edge, so I use the voltage at which the zero-bias enhancement has halved. It is 1.66 mV for the contact and 3.05 mV in the recorded curve. These are not the same point of the curve: equation (2) sends 1.66 mV to 2.88 mV, and the rest arises because equation (1) compresses large enhancements more than small ones. A truly polarized contact with $P=0.228$, at the same gap and temperature, has it at 1.74 mV.

The areas tell the same story. A recorded 6 mV corresponds to 3.79 mV on the contact, and the area up to those limits is 1.73 mV in both cases. The polarized contact has 1.04 mV up to 6 mV. The full unpolarized area is $4\times1.4/3=1.87$ mV. The difference from 1.73 mV, 0.14 mV, is the tail beyond the limit. The leading form at large energy, $A\approx\Delta^2/4E^2$, gives about $1.4^2/(4\times3.79)=0.13$ mV for it.

**Would a fit reveal it?**

Not reliably, if the gap is free. I fitted the polarized model at $Z=0$ to the computed, noise-free, unpolarized curve at 61 equally spaced voltages from 0 to 6 mV. Root-mean-square (rms) misfits are in units of normalized conductance.

- With $P$ and the gap free, the fit gives $P=0.24$ and a gap of 2.54 meV, with an rms misfit of 0.014.
- With the temperature also free, it gives $P=0.23$, 2.48 meV and 5.9 K, with a misfit of 0.006.
- With gap and temperature held at their true values, it gives $P=0.17$, with a misfit of 0.135.

The first fit has two parameters for the two main distortions: at zero temperature, $P=0.222$ and a gap of 2.52 meV would reproduce the height and the edge of the recorded plateau exactly. The enlarged gap also restores the area that polarization removes: equation (7) gives $2.54\,(4/3-2.4\times0.237)\approx1.94$ mV, close to the true 1.87 mV. The raised temperature in the second has a plausible origin, since the series resistor also stretches the thermally rounded edge, but I have not derived its value. Pointwise noise of 0.01 would exceed the misfit of the second fit, although a systematic pattern in the residuals might still be detectable. The third fit is visibly wrong, but it holds the temperature as well as the gap. With the gap fixed and the temperature free, the misfit falls to 0.03, with $P=0$ and an unphysical 14.5 K, above the critical temperature of niobium. An independently known gap is useful because it exposes the error in either case. All these fits assume $Z=0$ and no broadening. If $Z$ and a broadening $\Gamma$ (replacing $E$ by $E+i\Gamma$) are freed together with the gap, an unpolarized model fits with a misfit of 0.012 at a gap of 2.4 meV, $Z=0.21$ and $\Gamma=0.49$ meV. The fitted $P$ thus depends on which parameters are free. The gap comes out near 2.4 to 2.6 meV in these fits when the temperature is held at 4.2 K, but a free temperature can take over the stretching: unpolarized fits give 1.87 meV with $Z=0.36$ and 8.5 K (misfit 0.010), or, with $Z$ held at 0, 1.43 meV and 14.6 K (misfit 0.03). Gap and temperature must therefore both be compared with independent values.

**How to correct the data**

Measure $R_s$ separately, for example with additional probes on the strip. Then replace each voltage by $V=V_m-R_sI$, differentiate $I$ with respect to this new $V$, and normalize to $R_N$ instead of $R_N+R_s$. If you have recorded the differential conductance $G_m=dI/dV_m$, inversion of the chain rule gives

$$\frac1G=\frac1{G_m}-R_s,\qquad G=\frac{G_m}{1-R_sG_m},$$

and the current needed to correct the voltage axis follows from integrating $G_m$ over $V_m$ from zero bias, provided $G_m$ is known in absolute units.

On the computed data, full subtraction followed by the fit with free gap returns $P=0.000$ and 1.40 meV. Leaving 1 Ω uncorrected, and normalizing to 21 Ω, returns $P=0.05$ and 1.55 meV. Equation (5) with $r=0.05$ predicts 0.045 at zero temperature. Subtracting 1 Ω too much returns $P=-0.07$ and 1.24 meV. The error in $R_s$ enters divided by the contact resistance, but the sensitivity depends on the contact: the same uncorrected 1 Ω shifts a real $P=0.4$ by only 0.006, and gives $P=0.08$ for an unpolarized contact with $Z=0.4$ when $Z$ is fitted as well (with the half-metallic channel matched across the same barrier; varying $\kappa$ from 0.3 to very large values changes $P$ by 0.001). A small polarization claimed on a low-resistance contact needs a correspondingly accurate $R_s$.

**How far the model is from a real contact**

The material values are rough and the geometry is chosen, so 0.23 is an illustration, not a prediction for your sample. A free-electron estimate with $3\times10^{22}$ carriers per cm³ gives a contact radius near 5 nm and a mean free path near 44 nm. The latter exceeds the film thickness, so the bulk estimate is uncertain: it depends on how the film boundaries scatter. Current crowding at the contact adds about 1.4 Ω by the diffusive formula $\rho/4a$. This is an upper estimate, because the mean free path is eight times the radius $a$, and it arises in the region next to the contact, which need not act as a classical resistor. For spreading into the 10 µm wide strip, the crude logarithm of width over thickness listed in the output gives 0.9 Ω, while a sum over image sources for a contact on the centre line gives 0.5 Ω. With both contributions at these values $r$ is 0.50 to 0.52, and the zero-temperature $P_{\rm app}$ rises from 0.22 to about 0.25. With the 0.5 Ω of spreading alone, $r$ is 0.43 and $P_{\rm app}$ is 0.23.

Perfect transparency is an idealization too. A weak barrier, $Z=0.2$, lowers $g(0)$ at 4.2 K to 1.81 without any series resistance, and to 1.47 with the 8 Ω strip. These are one-dimensional values for normal incidence. A 20 Ω contact has several hundred modes, and oblique ones see a stronger barrier, $Z/\cos\theta$. Averaging over angles with weight $\cos\theta$ gives 1.58 and 1.36 for the same $Z$. Unequal Fermi wave numbers act as a barrier too: a mismatch of 23 % with equal masses and no barrier gives an angle-averaged $g(0)$ of 1.75. Correcting for $R_s$ therefore need not restore a value near 2, and the remaining deficit still need not be polarization.

If all the electrical energy relaxed within the contact at a contact voltage of 1.4 mV, the electron temperature there could reach 6.1 K. The gap would then be about 0.88 of its value at 4.2 K. This estimate uses $T_{\rm hot}^2=T^2+V^2/4L$ with the Lorenz number $L=(\pi^2/3)(k_B/e)^2$, which assumes that both sides conduct heat as normal metals do. The output calls it a bound, but it is one only under that assumption: a superconductor carries heat less well, so the contact could become hotter (9.9 K at 1.4 mV if it carried none). The same formula gives 9.0 K at 2.5 mV, passes the critical temperature of 9.2 K at about 2.56 mV and reaches 12.8 K at 3.79 mV, so the constant-gap curves above hold only if most of the energy relaxes away from the contact. Heating of the strip is left out of the model; with an assumed electron-phonon constant of $10^8$ to $10^9$ W m⁻³ K⁻⁵ the electrons in it would warm by 0.15 to 0.02 K at the largest current. Treating the strip as a classical resistor is reasonable over most of its 80 µm, since the estimated thermal coherence length is about 70 nm; the region next to the contact is not covered by that argument. Suppression of the gap near the interface and inelastic pair breaking are left out and have not been sized.

A polarization claim therefore needs a separately measured $R_s$, a gap that agrees with an independent value after correction, and a barrier and temperature that the same data constrain. Agreement of the gap is not sufficient, because a gap lowered at the contact and a leftover $R_s$ can cancel: an unpolarized contact with a local gap of 1.23 meV and 1.2 Ω uncorrected fits with 1.40 meV, $P=0.06$ and a misfit of 0.004. The numerical output below lists the values used here.

## Table of computed values

```
INPUTS
temperature 4.2 K, kT 0.362 meV
gap 1.40 meV, Tc 9.2 K
film resistivity 3.0 microohm cm
film thickness 30 nm
carrier density 3.0e+22 cm^-3
strip width 10 um, squares 8
sheet resistance 1.00 ohm per square
contact RN 20.0 ohm, series Rs 8.0 ohm
ratio r = Rs/RN 0.400
T = 0, Z = 0: r, height, edge/gap, apparent P, area/gap
  0.100  1.833  1.200  0.083  1.333
  0.400  1.556  1.800  0.222  1.333
  1.000  1.333  3.000  0.333  1.333
  10.000  1.048  21.002  0.476  1.333
EXAMPLE AT FINITE TEMPERATURE
zero-bias g: true 1.973, recorded 1.544
P read from recorded zero bias 0.228
half-height voltage, true 1.661 mV
half-height voltage, recorded 3.045 mV
half-height voltage, real P 1.740 mV
recorded/true half-height 1.833
contact voltage at 6 mV recorded 3.792 mV
area, recorded to 6 mV 1.728 mV
area, true to matching voltage 1.728 mV
area, real P to 6 mV 1.036 mV
full area without polarization 1.867 mV
FITS BY POLARIZED MODEL (rms in units of g)
gap free: P 0.237, gap 2.540 meV
  rms 0.0135
gap and T free: P 0.228, gap 2.479 meV
  T 5.88 K, rms 0.0062
gap fixed: P 0.170, rms 0.1351
Rs removed: |P| 0.0000, gap 1.400 meV, rms 0.00000
1 ohm left: P 0.052, gap 1.554 meV, rms 0.0038
NEGLECTED EFFECTS
contact radius 5.3 nm
mean free path 44 nm
constriction resistance 1.42 ohm
spreading resistance 0.92 ohm
with both: r 0.517, T=0 apparent P 0.254
Z=0.2 zero-bias g: alone 1.807, with Rs 1.469
heating bound at V = gap/e 6.14 K
gap at that bound / gap at 4.2 K 0.881
thermal coherence length 69 nm
strip length 80 um
```
